\section*{Why graphene's gauge strain coupling escapes screening, and what resistivity shows}

\section{Two couplings}

\textbf{Q.} I measure the resistivity of doped graphene as a function of carrier density. Electrons scatter from acoustic phonons, yet I am told that one part of the strain coupling is screened and another is not. What are the two parts?

\textbf{A.} One is diagonal in the two sublattices: dilation shifts all site energies by $D(u_{xx}+u_{yy})$, where $u_{ij}$ is the strain. The other comes from the bonds. I use Hartree atomic units, and for this step take the bond length as the unit of length. Write the Hamiltonian with off-diagonal element $h(\mathbf p)=-\sum_j t_j e^{i\mathbf p\cdot\boldsymbol\delta_j}$, with unit bond vectors $\boldsymbol\delta_j$ at angles $90^\circ,210^\circ,330^\circ$ from the zigzag axis $x$. To linear order a long-wavelength strain changes the hoppings by
\[
\delta t_j=-\beta t\,\boldsymbol\delta_j\!\cdot u\cdot\boldsymbol\delta_j ,\qquad
\boldsymbol\delta_j\!\cdot u\cdot\boldsymbol\delta_j=\tfrac12(u_{xx}+u_{yy})+\tfrac12(u_1\cos2\theta_j+u_2\sin2\theta_j),
\]
with $u_1=u_{xx}-u_{yy}$ and $u_2=2u_{xy}$. Here $t$ is the unstrained hopping, $\beta=-d\ln t/d\ln(\text{bond length})$, and both sublattices are assumed to follow the strain. At $\mathbf K=(4\pi/3\sqrt3,0)$ the bond phases are $1,\omega^*,\omega$, with $\omega=e^{2\pi i/3}$. They sum to zero, so dilation drops out of $h$ there. The shear part gives
\begin{align}
\delta h&=\beta t\Big[-\tfrac{u_1}{2}+\tfrac{u_1}{4}(\omega+\omega^*)+\tfrac{\sqrt3u_2}{4}(\omega^*-\omega)\Big]\nonumber\\
&=-\tfrac34\beta t\,(u_1+iu_2)\equiv g(a_x-ia_y),\qquad \mathbf a=(u_1,-u_2),
\end{align}
because $\omega+\omega^*=-1$ and $\omega^*-\omega=-i\sqrt3$.

Expanding the unstrained $h$ in the momentum $\mathbf k$ measured from $\mathbf K$ gives $v(k_x-ik_y)$, with $v=3t/2$. At $-\mathbf K$ every phase is conjugated, and the same expansion gives $-v(k_x+ik_y)$ plus $g(a_x+ia_y)$. Therefore
\begin{align}
h_K&=v\big[(k_x+ga_x/v)-i(k_y+ga_y/v)\big],\nonumber\\
h_{K'}&=-v\big[(k_x-ga_x/v)+i(k_y-ga_y/v)\big].
\end{align}
Shear displaces each cone in momentum space, as a vector potential would; hence the name gauge field. Unlike a real vector potential, it displaces the two cones in opposite directions.

\section{Screening}

\textbf{Q.} Why should the electrons not screen a displacement of the cones?

\textbf{A.} In the random-phase approximation (RPA), screening is the electrostatic potential $\Phi$ of the induced charge. Let $\chi_{nV}$ be the density response to the strain vertex, $\chi_{nn}$ the response to a scalar potential, and $v_q=2\pi/\kappa q$ the Coulomb interaction with dielectric constant $\kappa$. Then
\begin{equation}
n=\chi_{nV}+\chi_{nn}\Phi,\quad \Phi=v_qn
\quad\Rightarrow\quad
\Phi=\frac{v_q\chi_{nV}}{1-v_q\chi_{nn}} .
\end{equation}
For the scalar coupling, per unit dilation, $\chi_{nV}=D\chi_{nn}$, and the total potential is $D+\Phi=D/\epsilon$ with $\epsilon=1-v_q\chi_{nn}$. A coupling with $\chi_{nV}=0$ produces no $\Phi$ and keeps its bare strength.

To find $\chi_{nV}$ for the gauge coupling, take one valley and a longitudinal field $\mathbf a=\hat{\mathbf q}A\,e^{i\mathbf q\cdot\mathbf r-i\omega t}$. Substitute $\psi=e^{-i\lambda}\psi'$ with $\nabla\lambda=g\mathbf a/v$. This removes $\mathbf a$ from the Hamiltonian and leaves the scalar potential $-\partial_t\lambda$. Since $\lambda=gA\,e^{i\mathbf q\cdot\mathbf r-i\omega t}/(ivq)$, that potential has amplitude $i\omega\,gA/(ivq)=(\omega/vq)gA$. The density is unaffected by the phase, so
\begin{equation}
\chi_{nV}^{K}=\frac{\omega}{vq}\,g\,\chi_{nn}^{K},\qquad
\chi_{nV}^{K'}=-\frac{\omega}{vq}\,g\,\chi_{nn}^{K'} .
\label{eq:ward}
\end{equation}
A transverse field could enter the density only through $\mathbf q\times\mathbf a$, by rotational symmetry. This changes sign under a reflection that leaves the massless cone and the density unchanged, so its coefficient is zero.

There are thus two protections. A static gauge field induces no charge even in one valley. At finite frequency each valley responds, but the two responses cancel because $\chi_{nn}^K=\chi_{nn}^{K'}$.

\textbf{Q.} Does this survive on the real lattice, where the cones are warped?

\textbf{A.} Approximately. The numerical check sums the response of the nearest-neighbour lattice over the whole Brillouin zone. At chemical potential $0.2t$, the static charge induced by shear is 0.6\% of that induced by a scalar potential of equal strength. It falls to 0.3\% when chemical potential, temperature and wave vector are all halved, so the remainder vanishes when all these scales shrink together relative to the Brillouin zone. At an imaginary frequency, one valley alone responds with relative strength 0.657, where (\ref{eq:ward}) gives 0.667, while both together leave 1.8\%.

The argument concerns linear response and the Hartree field. It does not exclude exchange or vertex corrections to $g$. A frozen strain pattern is covered by the same static result: its scalar potential is screened and its pseudo-magnetic field is not.

\section{The dielectric function}

\textbf{Q.} How strongly is the scalar part screened, and how does that depend on density?

\textbf{A.} We need the static polarizability $\Pi=-\chi_{nn}$ at zero temperature, with fourfold degeneracy. Start with neutral cones, where only interband transitions contribute. Let $k,k'$ be the distances from the Dirac point of two momenta separated by $\mathbf q$, and use elliptic coordinates $k+k'=q\cosh\mu$, $k-k'=q\cos\nu$. The area element is $kk'\,d\mu\,d\nu$, and the squared interband overlap is $[q^2-(k-k')^2]/4kk'=q^2\sin^2\nu/4kk'$. Hence
\begin{equation}
\Pi_0=\frac{4}{4\pi^2}\int_0^\infty\!\!d\mu\int_0^{2\pi}\!\!d\nu\;\frac{q^2\sin^2\nu}{4}\,\frac{2}{vq\cosh\mu}
=\frac{q}{2\pi^2v}\cdot\frac{\pi}{2}\cdot\pi=\frac{q}{4v}.
\end{equation}

Now fill the upper band up to $k_F$. Each added electron contributes its second-order response, summed over both bands at $\mathbf k'=\mathbf k\pm\mathbf q$. Transitions between two occupied states cancel in pairs, so no exclusion factor is needed. The band sum is the expectation value
\[
\Big\langle\frac{1}{vk-v\boldsymbol\sigma\cdot\mathbf k'}\Big\rangle
=\frac{k+\hat{\mathbf k}\cdot\mathbf k'}{v(k^2-k'^2)}
=-\frac{2k+qc}{v(q^2+2kqc)},
\]
where $c$ is the cosine of the angle between $\mathbf k$ and $\mathbf q$, written for $+\mathbf q$. The $-\mathbf q$ term has the same angular average and doubles the result. With $2k+qc=[(4k^2-q^2)+(q^2+2kqc)]/2k$, the average contribution to $\Pi$ is
\begin{equation}
\bar P(k)=\frac{1}{vk}\Big[1+(4k^2-q^2)\Big\langle\frac{1}{q^2+2kqc}\Big\rangle\Big].
\end{equation}
The principal-value average vanishes for $2k>q$ and equals $1/(q\sqrt{q^2-4k^2})$ for $2k<q$. For $q\le2k_F$,
\begin{align}
\Pi&=\frac{q}{4v}+\frac{4}{2\pi}\int_0^{k_F}\!k\bar P\,dk
=\frac{q}{4v}+\frac{2}{\pi v}\Big[k_F-\int_0^{q/2}\!\!\sqrt{1-4k^2/q^2}\,dk\Big]\nonumber\\
&=\frac{q}{4v}+\frac{2}{\pi v}\Big[k_F-\frac{\pi q}{8}\Big]=\frac{2k_F}{\pi v}.
\end{align}
The interband part cancels the $q$ dependence of the doping part, leaving the density of states $N=2k_F/\pi v$. Therefore
\begin{equation}
\epsilon(q)=1+\frac{2\pi}{\kappa q}\,\frac{2k_F}{\pi v}=1+\frac{4\alpha k_F}{q},\qquad \alpha=\frac{1}{\kappa v}.
\end{equation}
The static form is adequate because the sound speed $s$ is far below $v$. Scattering on the Fermi line has $q=2k_Fx$ with $x=\sin(\theta/2)$, where $\theta$ is the scattering angle. So $1/\epsilon=x/(x+2\alpha)$ depends on angle but not on density.

\section{Scattering and resistivity}

\textbf{Q.} Then screening alone would not give me a density dependence?

\textbf{A.} Not while the phonons are classical. To see this we need the matrix elements. Let $\mathbf k,\mathbf k'$ have directions $\phi,\phi'$ and spinors $(1,e^{i\phi})/\sqrt2$, and likewise for $\phi'$. The scalar overlap squared is $|1+e^{i\theta}|^2/4=\cos^2(\theta/2)=1-x^2$, so the scalar coupling cannot backscatter.

For a phonon with wave-vector direction $\phi_q$, inserting the strain into $\mathbf a$ gives $a_x-ia_y=iqW$, with $W=e^{2i\phi_q}$ for longitudinal and $W=ie^{2i\phi_q}$ for transverse polarization. The element, without the factor $igq$, is
\[
\tfrac12\big(We^{i\phi}+W^*e^{-i\phi'}\big)=e^{i(\phi-\phi')/2}\,\mathrm{Re}\big[We^{i(\phi+\phi')/2}\big].
\]
In nearly elastic scattering $\phi_q=(\phi+\phi')/2+\pi/2$ up to a multiple of $\pi$. The squares are then $\sin^23\phi_q$ (longitudinal) and $\cos^23\phi_q$ (transverse). I take equal sound speeds, so they add to 1 at every angle, backscattering included. With unequal speeds the scattering would be anisotropic, and the slower transverse branch would dominate. For a longitudinal-to-transverse speed ratio of 1.57, close to that of graphene, a rigidly shifted Fermi line gives a gauge resistivity larger by $(1+1.57^2)/2=1.7$ at high temperature and by $(1+1.57^5)/2=5.3$ at low temperature than if both branches had the longitudinal speed. The power laws derived below are unchanged, but their prefactors are not.

Define $C=g$, $F=1$ for the gauge coupling and $C=D$, $F=(1-x^2)[x/(x+2\alpha)]^2$ for the scalar one, each acting alone within a valley. Let $\rho_m$ be the mass per area, $T$ the temperature in energy units, $\omega=sq$, and $\mathcal N$ the Bose function of $z=\omega/T$. Assume equilibrium phonons, $T\ll E_F$, and first a Fermi line shifted rigidly. Fermi's golden rule gives
\begin{equation}
\frac1\tau=\frac{k_F}{v}\int_0^{2\pi}\!\frac{d\theta}{2\pi}\,\frac{C^2q^2F}{2\rho_m\omega}\,(1-\cos\theta)\,R .
\end{equation}
Here $R$ is the thermal average of absorption plus emission:
\[
R=\frac1T\int d\varepsilon\,\big\{f(\varepsilon)[1-f(\varepsilon+\omega)]\mathcal N+f(\varepsilon)[1-f(\varepsilon-\omega)](\mathcal N+1)\big\}.
\]
Since $f(\varepsilon)[1-f(\varepsilon+\omega)]=(\mathcal N+1)[f(\varepsilon)-f(\varepsilon+\omega)]$ and the last bracket integrates to $\omega$, absorption gives $\omega\mathcal N(\mathcal N+1)$. Detailed balance makes emission equal to it, so $R=2\omega\mathcal N(\mathcal N+1)/T$. Using $q=zT/s$,
\[
\frac{q^2R}{2\omega}=\frac{T}{s^2}J(z),\qquad J(z)=z^2\mathcal N(\mathcal N+1)=\frac{(z/2)^2}{\sinh^2(z/2)} .
\]
With $\sigma=v^2N\tau/2$, so that $\rho=\pi/(vk_F\tau)$, and with $1-\cos\theta=2x^2$ and $d\theta=2dx/\sqrt{1-x^2}$,
\begin{equation}
\rho=\frac{\pi C^2T}{v^2\rho_ms^2}\,I,\qquad
I=\frac4\pi\int_0^1\!\frac{x^2F(x)}{\sqrt{1-x^2}}\,J\!\Big(\frac{xT_{BG}}{T}\Big)dx,\qquad T_{BG}=2sk_F .
\label{eq:rho}
\end{equation}
The factor $k_F$ in the scattering rate has cancelled against the one in the density of states. Density $n$ survives only in the Bloch--Gr\"uneisen temperature $T_{BG}=2s\sqrt{\pi n}$. For $T_{BG}\ll T\ll E_F$ we have $J=1$, and both resistivities are proportional to $T$ and independent of $n$. Then $I=1$ for gauge and $I=1/4$ for unscreened scalar coupling. Screening with $\alpha=1$ reduces the latter to 0.0164, a factor of 15.

\textbf{Q.} Where do the density laws separate?

\textbf{A.} Well below $T_{BG}$, where thermal phonons have $q\ll k_F$ and screening is strongest. Put $x=zT/T_{BG}$ and keep the smallest powers of $x$: $F=1$ for gauge, $F=x^2/4\alpha^2$ for scalar. Integrating by parts,
\[
\int_0^\infty\!\frac{z^4e^z\,dz}{(e^z-1)^2}=4\cdot\frac{\pi^4}{15},\qquad
\int_0^\infty\!\frac{z^6e^z\,dz}{(e^z-1)^2}=6\cdot\frac{8\pi^6}{63}=\frac{16\pi^6}{21},
\]
and so
\begin{align}
I_{\rm gauge}&\to\frac{16\pi^3}{15}\Big(\frac{T}{T_{BG}}\Big)^3,&\rho&\propto T^4n^{-3/2},\nonumber\\
I_{\rm scalar}&\to\frac{16\pi^5}{21\alpha^2}\Big(\frac{T}{T_{BG}}\Big)^5,&\rho&\propto T^6n^{-5/2}.
\end{align}
The scalar limit also requires $T\ll\alpha T_{BG}$. The ratio is
\begin{equation}
\frac{\rho_{\rm scalar}}{\rho_{\rm gauge}}\to\frac{D^2}{g^2}\,\frac{5\pi^2}{7\alpha^2}\Big(\frac{T}{T_{BG}}\Big)^2 .
\label{eq:ratio}
\end{equation}
Without screening the scalar coupling would also follow $n^{-3/2}$, because $F\to1$ at small angles. The extra power of $1/n$ comes from screening.

\textbf{Q.} Is the rigid shift safe between the two limits?

\textbf{A.} Not when phonons are the main scatterers. Let the shift $\varphi$ depend on $y=(\varepsilon-\mu)/T$. Up to a common constant, the Boltzmann equation is $L\varphi=1$ with
\begin{align}
L\varphi=\int_0^\pi\! d\theta\,Fz\Big\{&\mathcal N\,\frac{1-f(y+z)}{1-f(y)}\,[\varphi(y)-\cos\theta\,\varphi(y+z)]\nonumber\\
+(&\mathcal N+1)\,\frac{1-f(y-z)}{1-f(y)}\,[\varphi(y)-\cos\theta\,\varphi(y-z)]\Big\}.
\end{align}
With weight $f(1-f)$, detailed balance makes $L$ symmetric, and it is positive. The conductivity is proportional to $\langle1|L^{-1}|1\rangle$, which by the Cauchy--Schwarz inequality is at least $\langle1|1\rangle^2/\langle1|L|1\rangle$, the rigid-shift value. So (\ref{eq:rho}) is an upper bound on $\rho$.

It becomes accurate at high $T$, where the loss rate does not depend on energy. It does so again at low $T$, where a collision changes the energy by about $T$ but relaxes only a fraction of order $(T/T_{BG})^2$ of the momentum. In between, the solved equation for $\alpha=1$ lies below the formula by 29\% (gauge) and 21\% (scalar) of the formula's value at $T_{BG}/T=5$. At $T_{BG}/T=100$ both differences are below 1\%.

These reductions hold for phonon scattering alone. If impurities dominate, they fix $\varphi$ to a constant for $T\ll E_F$, and the phonon part left after subtracting the residual resistivity is the first-order term $\langle1|L|1\rangle$, which is (\ref{eq:rho}) itself. With a residual resistivity 100 times the phonon one, the remainder at $T_{BG}/T=5$ lies within 1\% of (\ref{eq:rho}).

\section{Numbers}

\textbf{Q.} Can you show me the comparison in ohms?

\textbf{A.} Take a model with round parameters in atomic units: $v=0.5$, $s=0.01$, $\rho_m=2000$, $\kappa=2$, hence $\alpha=1/(2\times0.5)=1$, with $g=0.1$ and $D=0.2$. Then $D^2/4=g^2$, so the unscreened scalar and gauge resistivities coincide at high temperature. The table uses the solved kinetic equation without impurities, with $n$ in $a_0^{-2}$ and resistivities in ohm. The parameters are not fitted to graphene: the model slope of 0.008 ohm/K is roughly ten times below the measured one, so read the trends rather than the sizes.

\begin{center}
\begin{tabular}{ccccc}
$n$ & $T_{BG}/T$ & gauge & scalar, screened & scalar, bare\\
\hline
\multicolumn{5}{l}{$T=10^{-4}$ hartree (31.6 K)}\\
$10^{-6}$ & 0.35 & 0.256 & 0.0168 & 0.257\\
$10^{-5}$ & 1.12 & 0.238 & 0.0158 & 0.245\\
$10^{-4}$ & 3.5 & 0.102 & 0.0084 & 0.151\\
$10^{-3}$ & 11.2 & 0.0060 & 0.00049 & 0.0191\\
\multicolumn{5}{l}{$T=10^{-5}$ hartree (3.16 K)}\\
$10^{-4}$ & 35 & $1.9\times10^{-5}$ & $3.4\times10^{-7}$ & $7.5\times10^{-5}$\\
$10^{-3}$ & 112 & $6.1\times10^{-7}$ & $1.3\times10^{-9}$ & $2.4\times10^{-6}$\\
\end{tabular}
\end{center}

At the lowest density both curves are flat. Their expected ratio is $g^2/(0.0164D^2)=0.01/(0.0164\times0.04)=15.2$, and the solved ratio is also 15.2. This row has $E_F/T=8.9$, so corrections from incomplete degeneracy, which the model omits, are largest here.

Deep in the cold regime, at $n=10^{-3}$, the inverse of (\ref{eq:ratio}) gives $\tfrac14\times\tfrac{7}{5\pi^2}\times112^2\approx445$. The solved ratio is 476. The next term in $1/\epsilon^2$ multiplies the scalar resistivity by about $1-x/\alpha$, with typical $x\approx7/112=0.06$, which accounts for most of the difference.

The local density exponents there are $-1.50$ for gauge and $-2.46$ for screened scalar. At $T_{BG}/T=11.2$ they are $-1.48$ and $-1.82$: the gauge law is nearly reached while the scalar one is still far off. In the rigid-shift formula, which applies when impurities dominate, the same exponents are $-1.67$ and $-1.93$, so the gauge exponent overshoots before it settles.

\textbf{Q.} In the table, the gauge-to-scalar ratio first falls from 15 to 12 before it rises. Why?

\textbf{A.} Between the table rows it falls further, to a minimum of about 10.5 near $T_{BG}/T=7$. In (\ref{eq:rho}) the gauge integrand is largest near backscattering, $x=1$, where the phonons have the highest energy and freeze out first. The scalar integrand vanishes there. Cooling, or raising the density, therefore weakens the gauge resistivity first. The energy dependence of the shift, which (\ref{eq:rho}) leaves out, adds to the fall: at $T_{BG}/T=5$ it lowers the gauge value by 29\% and the scalar one by 21\%. Well below $T_{BG}$ the strong screening of small-angle scattering makes the ratio rise. The dip belongs to the model with equal sound speeds. With a speed ratio of 1.57 the transverse phonons freeze out later than the longitudinal ones that carry the scalar coupling, and the rigid-shift ratio rises steadily, from 27 at high temperature to 45 at $T_{BG}/T=7$, with $T_{BG}$ taken for the longitudinal branch.

\textbf{Q.} What should I look for in my data?

\textbf{A.} A flat density dependence at high temperature does not tell you which coupling acts, since both give it. The size of $\rho/T$ helps only if $D$ and $g$ are known separately. The distinguishing signature lies well below $T_{BG}$: after subtraction of the impurity part, exponents that settle at $T^4n^{-3/2}$ indicate an unscreened coupling and $T^6n^{-5/2}$ a screened one. They must stay constant on further cooling, because for $\alpha=1$ the screened coupling passes through $T^4n^{-3/2}$ near $T_{BG}/T=8$. The subtraction must include the temperature dependence of the impurity part itself. This can be a fraction of order $(T/E_F)^2$ of the residual resistivity, and may exceed the phonon part.

The screened law also requires that any metal gate be farther away than about $s/T$. A closer gate cuts off the Coulomb interaction at small $q$ and lowers the temperature exponent towards 4, because for a gate at distance $d$ the dielectric function tends to the constant $1+8\alpha k_Fd$. The density exponent stays near $-5/2$ only while $8\alpha k_Fd\gg1$; for $\alpha=1$ it is $-2.3$ at $k_Fd=0.56$ and $-2.0$ at $k_Fd=0.11$. If both couplings are present and no gate is that close, (\ref{eq:ratio}) shows that the gauge part dominates at low enough temperature, whatever the value of $D/g$. Near neutrality, where $T$ is comparable to $E_F$, neither the static zero-temperature screening nor (\ref{eq:rho}) applies.

\section*{Numbers as computed}
\begin{verbatim}
LATTICE TEST (bond length 1, hopping t=1, speed 1.5)
case 1: mu=0.2 t, T=0.02 t, q=0.1, frequency 0.1 t; case 2: all halved
case 1: net charge, shear/scalar, static: 0.00644
case 1: same at imaginary frequency: 0.01752
case 1: one valley alone: 0.6567 (continuity: 0.6667)
case 2: net charge, shear/scalar, static: 0.00314
case 2: same at imaginary frequency: 0.00874
case 2: one valley alone: 0.6599 (continuity: 0.6667)
largest error of sin^2, cos^2 matrix elements: 5.3e-05
POLARIZABILITY / density of states, T = 0.03 E_F
q/kF = 0.5: 1.00000
q/kF = 1.0: 1.00000
q/kF = 1.5: 1.00000
q/kF = 3.0: 1.25901
MODEL (atomic units)
v=0.5, s=0.01, mass density=2000, kappa=2.0
g=0.1 Eh, D=0.2 Eh, alpha=1.00, s/v=0.02
1/epsilon at q=kF: 0.2000, at 2kF: 0.3333
ANGULAR INTEGRAL I (rigid shift)
high T: gauge 1.0000, scalar bare 0.2500, screened 0.01638
screening lowers high-T scalar rho by factor 15.27
low T: I_gauge (T_BG/T)^3 = 33.073, limit 33.073
low T: I_scalar (T_BG/T)^5 = 232.35, limit 233.16
golden rule / formula (gauge, bare, screened): 1.0002, 1.0001, 0.9994
SOLVED KINETIC EQUATION / rigid-shift formula
T_BG/T=0.5: gauge 0.9998, screened scalar 0.9999
T_BG/T=2.0: gauge 0.9556, screened scalar 0.9753
T_BG/T=5.0: gauge 0.7054, screened scalar 0.7949
T_BG/T=10.0: gauge 0.8059, screened scalar 0.7692
T_BG/T=20.0: gauge 0.9575, screened scalar 0.9027
T_BG/T=100.0: gauge 0.9984, screened scalar 0.9953
T_BG/T=400.0: gauge 0.9999, screened scalar 0.9997
SOLVED RESISTIVITY in ohm, T = 1e-04 Eh = 31.58 K
n=1e-06 a0^-2: E_F/T=8.9, T_BG/T=0.354
  gauge 2.561e-01, scalar bare 2.568e-01, screened 1.680e-02
  gauge/screened 15.2; exponents of n: -0.008, -0.006
n=1e-05 a0^-2: E_F/T=28.0, T_BG/T=1.121
  gauge 2.377e-01, scalar bare 2.446e-01, screened 1.584e-02
  gauge/screened 15.0; exponents of n: -0.086, -0.067
n=1e-04 a0^-2: E_F/T=88.6, T_BG/T=3.545
  gauge 1.023e-01, scalar bare 1.511e-01, screened 8.432e-03
  gauge/screened 12.1; exponents of n: -0.836, -0.654
n=1e-03 a0^-2: E_F/T=280.2, T_BG/T=11.210
  gauge 5.994e-03, scalar bare 1.906e-02, screened 4.858e-04
  gauge/screened 12.3; exponents of n: -1.482, -1.816
SOLVED RESISTIVITY in ohm, T = 1e-05 Eh = 3.16 K
n=1e-05 a0^-2: E_F/T=280.2, T_BG/T=11.210
  gauge 5.994e-04, scalar bare 1.906e-03, screened 4.858e-05
  gauge/screened 12.3; exponents of n: -1.482, -1.816
n=1e-04 a0^-2: E_F/T=886.2, T_BG/T=35.449
  gauge 1.914e-05, scalar bare 7.484e-05, screened 3.382e-07
  gauge/screened 56.6; exponents of n: -1.499, -2.358
n=1e-03 a0^-2: E_F/T=2802.5, T_BG/T=112.100
  gauge 6.059e-07, scalar bare 2.418e-06, screened 1.272e-09
  gauge/screened 476.2; exponents of n: -1.500, -2.464
\end{verbatim}
